**Run-to-run thickness control: stability interval and steady variance**

The program runs the exponentially weighted controller from its definition and compares it with the derived formulas. With weight \(\lambda\), true-to-model gain ratio \(\xi\), \(\kappa=\lambda\xi\), relative gain fluctuation \(s\), gauge noise \(\sigma\) and target minus offset \(H\), the second moment settles for \(0<\kappa<2/(1+s^2)\). The variance of the mean thickness set by the recipe is then \(S=\kappa(\sigma^2+s^2H^2)/[2-\kappa(1+s^2)]\). Exact enumeration of two-valued noises tests the interval on both sides of its limits and the value of \(S\) in three cases. Gaussian ensembles test the recipe, true and measured variances, including a case with readings one run late. Impulse, step and ramp runs test the formulas for correlated gauge noise, late readings, a wandering offset and drift. For the lead-plating example the output gives a true standard deviation of 26.9 nm on a 5000 nm target and a measured one of 40.3 nm. Among the neglected effects sized there, correlated gauge noise is the largest, adding 1.7 nm to the root-mean-square error.

## Verification by program

```python
"""Run-to-run thickness control with an exponentially weighted intercept.

True thickness  x = offset + gain*recipe*(1 + d),  reading  y = x + v.
Controller: recipe = (target - a)/b,  a <- (1-w)*a + w*(y - b*recipe).
d, v: independent zero-mean noises with standard deviations s and sigma.
ratio = gain/b (unknown to the controller), k = w*ratio, H = target-offset.
Result under test: the second moment settles only for 0 < k < 2/(1+s^2),
and then the variance of the mean thickness set by the recipe is
    S = k*(sigma^2 + s^2*H^2) / (2 - k*(1+s^2)),
Var x = S + s^2*(H^2+S),  Var y = Var x + sigma^2.
Lengths are in nm, recipes (plating times) in s.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad

rng = np.random.default_rng(12345)

# ---- inputs of the example: electroplated lead ----
molar_mass = 207.2          # g/mol
density = 11.3              # g/cm^3, rough
electrons_per_atom = 2
current_density = 0.010     # A/cm^2
target = 5000.0             # nm
offset = -100.0             # nm, deposit lost at the start of plating
weight = 0.4
ratio = 0.95
ratio_low, ratio_high = 0.80, 1.10
s_gain = 0.004              # relative gain fluctuation from run to run
sigma = 30.0                # nm, gauge noise
drift = -3.0                # nm per run
walk_step = 5.0             # nm per run
gauge_corr = 0.3            # correlation of successive gauge errors
timer_step = 1.0            # s
faraday = constants.e * constants.N_A
model_gain = (current_density * molar_mass
              / (electrons_per_atom * faraday * density)) * 1e7   # nm/s


def run_controller(w, r, d, v, offsets, goal, first_a, delay=0, step=0.0):
    """Run the controller from its definition; rows of d and v are runs.

    Returns deviations from goal of the recipe's mean thickness and of the
    true thickness, and the recipes.
    """
    a = first_a + np.zeros(d.shape[1])
    samples, mean_dev, true_dev, recipes = [], [], [], []
    for t in range(d.shape[0]):
        recipe = (goal - a) / model_gain
        applied = np.round(recipe / step) * step if step else recipe
        grown = r * model_gain * applied
        thickness = offsets[t] + grown * (1 + d[t])
        reading = thickness + v[t]
        samples.append(reading - model_gain * recipe)
        if t >= delay:
            a = (1 - w) * a + w * samples[t - delay]
        mean_dev.append(offsets[t] + grown - goal)
        true_dev.append(thickness - goal)
        recipes.append(recipe)
    return np.array(mean_dev), np.array(true_dev), np.array(recipes)


def settled_intercept(r):
    """Intercept estimate for which the mean thickness is on target."""
    return target - (target - offset) / r


def noise_factor(w, r, delay=0):
    """Variance of the mean thickness per unit variance of white noise."""
    k = w * r
    if delay == 0:
        return k / (2 - k)
    return k * (1 + k - w) / ((1 - k + w) * (2 - 2 * w + k))


def recipe_variance(w, r, s, delay=0):
    H = target - offset
    if delay == 0:
        k = w * r
        return k * (sigma**2 + s**2 * H**2) / (2 - k * (1 + s**2))
    g = noise_factor(w, r, delay)
    return g * (sigma**2 + s**2 * H**2) / (1 - g * s**2)


def true_variance(w, r, s, delay=0):
    S = recipe_variance(w, r, s, delay)
    return S + s**2 * ((target - offset)**2 + S)


# ---- exact enumeration of two-valued noises ----
n_runs = 7
codes = np.arange(4**n_runs)
signs = np.array([((codes >> j) & 1) * 2.0 - 1 for j in range(2 * n_runs)])


def enumerated_moments(w, r, s):
    """Growth ratio of the second-moment increments, and the moments."""
    m, _, _ = run_controller(w, r, s * signs[:n_runs], sigma * signs[n_runs:],
                             np.full(n_runs, offset), target,
                             settled_intercept(r))
    P = np.mean(m**2, axis=1)
    growth = (P[2] - P[1]) / (P[1] - P[0])
    forecast = P[1] * sum(growth**j for j in range(n_runs - 1))
    assert np.isclose(P[-1], forecast, rtol=1e-7)
    return growth, P


for w, r, s in [(weight, ratio, s_gain), (0.8, 1.5, 0.3), (0.5, 3.2, 0.2)]:
    growth, P = enumerated_moments(w, r, s)
    assert growth < 1
    assert np.isclose(P[1] / (1 - growth), recipe_variance(w, r, s), rtol=1e-7)

for s in (0.0, 0.3):
    edge = 2 / (1 + s**2) / weight
    assert enumerated_moments(weight, 0.99 * edge, s)[0] < 1
    assert np.isclose(enumerated_moments(weight, edge, s)[0], 1, atol=1e-7)
    assert enumerated_moments(weight, 1.01 * edge, s)[0] > 1
    assert enumerated_moments(weight, 0.01, s)[0] < 1
    assert enumerated_moments(weight, -0.2, s)[0] > 1

# the largest gain gives the largest steady variance
limits = []
for r in np.linspace(ratio_low, ratio_high, 7):
    growth, P = enumerated_moments(weight, r, s_gain)
    limits.append(P[1] / (1 - growth))
assert np.all(np.diff(limits) > 0)

# ---- Gaussian ensembles of tools ----
n_tools, n_long = 100000, 40
simulated = {}
for name, w, r, s, delay in [("example", weight, ratio, s_gain, 0),
                             ("strong", 0.8, 1.5, 0.3, 0),
                             ("late", 0.5, 1.6, 0.3, 1)]:
    d = s * rng.standard_normal((n_long, n_tools))
    v = sigma * rng.standard_normal((n_long, n_tools))
    flat = np.full(n_long, offset)
    m, x, _ = run_controller(w, r, d, v, flat, target,
                             settled_intercept(r), delay)
    # sampling error of a variance is about 0.5 percent here
    assert np.isclose(np.var(m[-1]), recipe_variance(w, r, s, delay), rtol=0.03)
    assert np.isclose(np.var(x[-1]), true_variance(w, r, s, delay), rtol=0.03)
    assert np.isclose(np.var(x[-1] + v[-1]),
                      true_variance(w, r, s, delay) + sigma**2, rtol=0.03)
    simulated[name] = np.std(x[-1])
    if name == "example":
        _, x_timer, _ = run_controller(w, r, d, v, flat, target,
                                       settled_intercept(r), 0, timer_step)
        timer_change = (np.sqrt(np.mean(x_timer[-1]**2))
                        - np.sqrt(np.mean(x[-1]**2)))
    del d, v, m, x

# ---- start-up error without noise, first intercept estimate zero ----
k = weight * ratio
quiet = np.zeros((40, 1))
start, _, _ = run_controller(weight, ratio, quiet, quiet,
                             np.full(40, offset), target, 0.0)
start = start[:, 0]
assert np.allclose(start, start[0] * (1 - k)**np.arange(40), atol=1e-8)
runs_to_10nm = int(np.argmax(np.abs(start) < 10))

# ---- mean-square divergence with pathwise convergence ----
w_p, r_p, s_p = 0.8, 2.0, 0.6
k_p = w_p * r_p
growth_p, _ = enumerated_moments(w_p, r_p, s_p)
zero_at = (1 - k_p) / (k_p * s_p)
log_rate = quad(lambda z: np.log(abs(1 - k_p - k_p * s_p * z))
                * np.exp(-z * z / 2) / np.sqrt(2 * np.pi),
                -12, 12, points=[zero_at], limit=200)[0]
d = s_p * rng.standard_normal((21, 4000))
v = sigma * rng.standard_normal((21, 4000))
flat = np.full(21, offset)
first, _, _ = run_controller(w_p, r_p, d, v, flat, target, 0.0)
second, _, _ = run_controller(w_p, r_p, d, v, flat, target, 500.0)
gap = np.abs(first - second)
path_rate = np.mean(np.log(gap[-1] / gap[0])) / 20
assert growth_p > 1 and log_rate < 0
assert abs(path_rate - log_rate) < 0.025

# ---- neglected effects, tested with impulses, steps and ramps ----
n_imp = 400
none = np.zeros((n_imp, 1))
impulse = none.copy()
impulse[0] = 1.0
still = np.zeros(n_imp)
lags = np.abs(np.subtract.outer(np.arange(n_imp), np.arange(n_imp)))


def response(w, r, v, offsets, delay=0):
    return run_controller(w, r, none, v, offsets, 0.0, 0.0, delay)[0][:, 0]


def corr_factor(k, rho):
    return (1 + rho * (1 - k)) / (1 - rho * (1 - k))


for w, r in [(weight, ratio), (0.7, 1.8)]:
    kk = w * r
    h = response(w, r, impulse, still)
    assert np.isclose(h @ h, noise_factor(w, r), rtol=1e-9)
    assert np.isclose(h @ gauge_corr**lags @ h,
                      noise_factor(w, r) * corr_factor(kk, gauge_corr),
                      rtol=1e-9)
    h_late = response(w, r, impulse, still, 1)
    assert np.isclose(h_late @ h_late, noise_factor(w, r, 1), rtol=1e-9)
    h_step = response(w, r, none, np.ones(n_imp))
    assert np.isclose(h_step @ h_step, 1 / (kk * (2 - kk)), rtol=1e-9)
    ramp = response(w, r, none, drift * np.arange(n_imp))
    assert np.isclose(ramp[-1], drift / kk, rtol=1e-9)

late_limit = 1 + 1 / weight
assert abs(response(weight, late_limit - 0.1, impulse, still, 1)[-20:]).max() < 1e-2
assert abs(response(weight, late_limit + 0.1, impulse, still, 1)[-20:]).max() > 1e2
assert abs(response(weight, late_limit + 0.1, impulse, still, 0)[-20:]).max() < 1e-2
assert abs(response(weight, 0.02, impulse, still, 1)[-1]) < 1e-2
assert abs(response(weight, -0.1, impulse, still, 1)[-1]) > 1e2

# ---- sizes for the example ----
H = target - offset
S = recipe_variance(weight, ratio, s_gain)
var_x = true_variance(weight, ratio, s_gain)
rms = np.sqrt(var_x)
gauge_part = noise_factor(weight, ratio) * sigma**2
changes = {
    "steady drift": np.sqrt(var_x + (drift / k)**2) - rms,
    "random-walk offset": np.sqrt(var_x + walk_step**2 / (k * (2 - k))) - rms,
    "correlated gauge noise": np.sqrt(
        var_x + gauge_part * (corr_factor(k, gauge_corr) - 1)) - rms,
    "reading one run late": np.sqrt(
        true_variance(weight, ratio, s_gain, 1)) - rms,
    "timer rounding (simulated)": timer_change,
}
largest = max(changes, key=lambda name: abs(changes[name]))

print(f"Pb molar mass {molar_mass:.1f} g/mol, rough density {density:.1f} g/cm3")
print(f"current density {1e3*current_density:.1f} mA/cm2")
print(f"model gain b from Faraday's law {model_gain:.3f} nm/s")
print(f"true gain of the tool {ratio*model_gain:.3f} nm/s")
print(f"target {target:.0f} nm, offset {offset:.0f} nm, H {H:.0f} nm")
print(f"settled plating time {H/(ratio*model_gain):.1f} s")
print(f"weight {weight:.2f}, gain ratio {ratio:.2f}, k {k:.3f} (no unit)")
print(f"gain fluctuation s {100*s_gain:.2f} %, as thickness {s_gain*H:.1f} nm")
print(f"gauge noise sigma {sigma:.1f} nm")
print(f"upper gain ratio, steady gain {2/weight:.3f} (no unit)")
print(f"upper gain ratio, with s {2/weight/(1+s_gain**2):.5f} (no unit)")
print(f"upper gain ratio, reading one run late {late_limit:.3f} (no unit)")
print(f"gain ratio range {ratio_low:.2f} to {ratio_high:.2f} (no unit)")
print(f"weight limit for that range {2/ratio_high/(1+s_gain**2):.4f} (no unit)")
print(f"second-moment factor q {(1-k)**2+k**2*s_gain**2:.5f} (no unit)")
print(f"start-up error of first run {start[0]:.1f} nm")
print(f"corrections until error is below 10 nm: {runs_to_10nm} runs")
print(f"steady variance S {S:.1f} nm2, its root {np.sqrt(S):.2f} nm")
print(f"true thickness: variance {var_x:.1f} nm2, deviation {rms:.2f} nm")
print(f"true deviation relative to target {100*rms/target:.3f} %")
print(f"true deviation, simulated {simulated['example']:.2f} nm")
print(f"measured deviation {np.sqrt(var_x+sigma**2):.2f} nm")
for r in (ratio_low, ratio_high, 4.0):
    print(f"gain ratio {r:.2f}: k {weight*r:.3f}, true deviation "
          f"{np.sqrt(true_variance(weight, r, s_gain)):.2f} nm, "
          f"mean error factor per run {1-weight*r:.3f}")
print(f"strong fluctuation case: k {k_p:.2f}, s {s_p:.2f}, "
      f"k limit {2/(1+s_p**2):.3f}")
print(f"  second-moment factor {growth_p:.4f} (no unit)")
print(f"  mean log factor {log_rate:.3f}, simulated {path_rate:.3f} per run")
print(f"drift {drift:.1f} nm/run gives mean offset {drift/k:.2f} nm")
print(f"random-walk step {walk_step:.1f} nm, gauge correlation {gauge_corr:.2f}, "
      f"timer step {timer_step:.1f} s")
print(f"gauge correlation multiplies gauge part by {corr_factor(k, gauge_corr):.3f}")
print(f"noise factor {noise_factor(weight, ratio):.4f}, "
      f"one run late {noise_factor(weight, ratio, 1):.4f} (no unit)")
for name, change in changes.items():
    print(f"change of rms error, {name}: {change:+.2f} nm")
print(f"largest neglected effect: {largest}")
print("every check passed")
```

Running it gives:

```
Pb molar mass 207.2 g/mol, rough density 11.3 g/cm3
current density 10.0 mA/cm2
model gain b from Faraday's law 9.502 nm/s
true gain of the tool 9.027 nm/s
target 5000 nm, offset -100 nm, H 5100 nm
settled plating time 565.0 s
weight 0.40, gain ratio 0.95, k 0.380 (no unit)
gain fluctuation s 0.40 %, as thickness 20.4 nm
gauge noise sigma 30.0 nm
upper gain ratio, steady gain 5.000 (no unit)
upper gain ratio, with s 4.99992 (no unit)
upper gain ratio, reading one run late 3.500 (no unit)
gain ratio range 0.80 to 1.10 (no unit)
weight limit for that range 1.8182 (no unit)
second-moment factor q 0.38440 (no unit)
start-up error of first run -350.0 nm
corrections until error is below 10 nm: 8 runs
steady variance S 308.7 nm2, its root 17.57 nm
true thickness: variance 724.9 nm2, deviation 26.92 nm
true deviation relative to target 0.538 %
true deviation, simulated 26.94 nm
measured deviation 40.31 nm
gain ratio 0.80: k 0.320, true deviation 25.82 nm, mean error factor per run 0.680
gain ratio 1.10: k 0.440, true deviation 28.06 nm, mean error factor per run 0.560
gain ratio 4.00: k 1.600, true deviation 75.37 nm, mean error factor per run -0.600
strong fluctuation case: k 1.60, s 0.60, k limit 1.471
  second-moment factor 1.2816 (no unit)
  mean log factor -0.493, simulated -0.492 per run
drift -3.0 nm/run gives mean offset -7.89 nm
random-walk step 5.0 nm, gauge correlation 0.30, timer step 1.0 s
gauge correlation multiplies gauge part by 1.457
noise factor 0.2346, one run late 0.2311 (no unit)
change of rms error, steady drift: +1.13 nm
change of rms error, random-walk offset: +0.74 nm
change of rms error, correlated gauge noise: +1.74 nm
change of rms error, reading one run late: -0.09 nm
change of rms error, timer rounding (simulated): +0.17 nm
largest neglected effect: correlated gauge noise
every check passed
```
